# Two compressibilities of the RPA electron gas: energy versus dielectric function, part 2

For the unpolarized uniform electron gas at zero temperature, we compare the compressibility \(\kappa\) from the RPA energy with that implied by the RPA dielectric function. Hartree atomic units are used, and a program checks the results. In thermodynamic derivatives the neutralizing background is compressed with the electrons. With density \(n\),

\[ n=\frac{3}{4\pi r_s^3}=\frac{k_F^3}{3\pi^2},\qquad k_F=\frac{1}{\alpha r_s},\qquad \alpha=\Big(\frac{4}{9\pi}\Big)^{1/3},\qquad N_0=\frac{k_F}{\pi^2},\qquad \lambda=\frac{1}{\pi k_F}=\frac{\alpha r_s}{\pi}. \]

Also \(v_q=4\pi/q^2\), \(k_{TF}^2=4\pi N_0\), \(z=q/2k_F\), \(u=\omega/qk_F\) (imaginary frequency \(i\omega\)), \(x=\hat{\mathbf k}\cdot\hat{\mathbf q}\), and \(n_{\mathbf k}\) is the Fermi occupation. The free response is

\[ \chi_0=-N_0\,g(z,u),\qquad g=\frac1{4z}\,\mathrm{Re}\int_{-1}^{1}\frac{1-t^2}{w+t}\,dt,\qquad w=z+iu. \tag{2} \]

\[ g=\frac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big]. \tag{3} \]

Here \(g>0\) and \(g_0(u)=g(0,u)=\int_0^1\frac{t^2\,dt}{t^2+u^2}\). With the interaction scaled by \(a\), the response is \(\chi_a\) (\(\chi\) at \(a=1\)), and the energy per electron is exactly

\[ e=\frac{3}{10}k_F^2+\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\,v_q\int_0^1da\Big[-\frac1\pi\int_0^\infty\chi_a\,d\omega-n\Big]. \tag{4} \]

The RPA sets \(\chi_a=\chi_0/(1-av_q\chi_0)\). Subscripts \(0,x,c\) on pressure \(P\) and bulk modulus \(B\) mean free, exchange, correlation; \(\kappa_0=1/B_0\). Exchange has \(e_x=-\frac{3k_F}{4\pi}\), and

\[ e_c=\frac{12}\pi k_F^2\,I_0,\qquad I_0=\int_0^\infty\! z^3dz\int_0^\infty\! du\,[\ln(1+X)-X],\qquad X=\frac{\lambda\,g(z,u)}{z^2}>0. \tag{5} \]

With \(D=r_s\,d/dr_s\), \(I_1=DI_0\), \(I_2=DI_1\) and chemical potential \(\mu\),

\[ P_0=\frac{nk_F^2}5,\quad B_0=\frac{nk_F^2}3,\qquad P_x=-\frac{nk_F}{4\pi},\quad B_x=-\frac{nk_F}{3\pi}=-\lambda B_0. \]

\[ P_c=-\frac n3\,\frac{12}\pi k_F^2\,(I_1-2I_0),\qquad \frac{B_c}{B_0}=\frac4\pi\,(I_2-7I_1+10I_0), \]

\[ \frac1\kappa=B=n^2\frac{d\mu}{dn}. \tag{7} \]

\[ \frac{\kappa_0}{\kappa}=\frac B{B_0}=1-\lambda+\frac4\pi\,(I_2-7I_1+10I_0). \tag{8} \]

\[ \frac{\kappa_0}\kappa<1-\lambda<1. \tag{9} \]

\(P_c\) and \(B_c\) are negative at all densities. As \(\lambda\to0\), \(De_c\to(1-\ln2)/\pi^2\) and \(B_c/B_0\to-(1-\ln2)\lambda^2\).

On a rigid background, \(\delta V_{\rm scr}=\delta V_{\rm ext}+v_q\,\delta n\), \(\delta n=\Pi\,\delta V_{\rm scr}\), \(\epsilon=1-v_q\Pi\) and \(\chi=\Pi/(1-v_q\Pi)\). Local equilibrium, with \(\omega=0\) set before \(q\to0\), gives the compressibility sum rule

\[ \lim_{q\to0}\Pi(q,0)=-\frac{dn}{d\mu}=-n^2\kappa,\qquad \epsilon(q,0)\to1+\frac{4\pi n^2\kappa}{q^2}=1+\frac{k_{TF}^2}{q^2}\,\frac\kappa{\kappa_0}. \tag{10} \]

### The small-\(q\) limit in the RPA

The RPA response at \(a=1\), \(\chi_0/(1-v_q\chi_0)\), has the form above with \(\Pi=\chi_0\). For \(u\to0\) and \(z<1\), the last term of (3) vanishes and \(g(z,0)=\frac12+\frac{1-z^2}{4z}\ln\frac{1+z}{1-z}\). With \(\ln\frac{1+z}{1-z}=2z+\frac23z^3+\dots\), the second term is \((1-z^2)(\frac12+\frac16z^2)+\dots=\frac12-\frac13z^2+\dots\), so

\[ \epsilon_{\rm RPA}(q,0)=1+\frac{k_{TF}^2}{q^2}\Big(1-\frac{z^2}3+\dots\Big). \tag{11} \]

Comparing (11) with (10) gives \(\kappa_0/\kappa=1\): read through the sum rule, the RPA dielectric function has the compressibility of the free gas. The energy of the same approximation gives (8), which obeys (9). The two differ at every \(r_s>0\), by more than \(\lambda\), and they agree only in the limit \(r_s\to0\). That is the statement the exercise asks for. The program tests the static limit by a principal-value quadrature of (2) against a finite-difference \(dn/d\mu\) of the free gas, which is also a test of (10) at zeroth order.

In the opposite order, \(q\to0\) at fixed \(\omega\), \(u\to\infty\) and \(g_0\to\int_0^1t^2dt/u^2=1/3u^2\). With \(\omega=2zuk_F^2\), \(X=\lambda/3z^2u^2=4k_F^3/3\pi\omega^2=4\pi n/\omega^2\), so \(\epsilon\to1+\omega_p^2/\omega^2\) on the imaginary axis, with \(\omega_p^2=4\pi n\). This limit describes the inertia of the electrons and contains no compressibility.

### Which side is wrong

Equation (4) multiplies the response by \(v_q\) and integrates over \(a\), so it raises the order in the interaction by one. The zeroth-order function \(\chi_0\) already delivers the full first-order energy \(e_x\), and with it the term \(-\lambda\) in \(B/B_0\). The polarizability \(\Pi=\chi_0\), read directly at small \(q\), stays at zeroth order. The energy route is thus correct through order \(\lambda\), and the sum rule predicts a first-order term that the RPA lacks: \(\Pi(0,0)=-N_0/(1-\lambda+\dots)=-N_0-\lambda N_0+\dots\). This term can be computed independently.

To first order in \(v\) the energy is the expectation value in a Slater determinant, so linearized Hartree–Fock theory, expanded to first order, gives \(\Pi_1\). The one-particle density matrix \(\rho\) of one spin commutes with the Fock operator \(\hat h\). Let \(\mathbf k_\pm=\mathbf k\pm\mathbf q/2\), and take the matrix element of \([\hat h_0,\delta\rho]+[\delta\hat h,\rho_0]=0\) between \(\mathbf k_+\) and \(\mathbf k_-\):

\[ (E_{\mathbf k_+}-E_{\mathbf k_-})\,\delta\rho_{\mathbf k}+f_{\mathbf k}\,\delta h_{\mathbf k}=0,\qquad f_{\mathbf k}=n_{\mathbf k_-}-n_{\mathbf k_+}. \]

Write \(\int_{\mathbf k}=\int d^3k/(2\pi)^3\). Exchange acts between equal spins with a minus sign, so \(\delta h_{\mathbf k}=\delta V_{\rm scr}-\int_{\mathbf k'}v_{\mathbf k-\mathbf k'}\,\delta\rho_{\mathbf k'}\) and \(E_{\mathbf k}=k^2/2-\int_{\mathbf k'}v_{\mathbf k-\mathbf k'}n_{\mathbf k'}\). The energy difference is \(\Delta_{\mathbf k}+\int_{\mathbf k'}v_{\mathbf k-\mathbf k'}f_{\mathbf k'}\) with \(\Delta_{\mathbf k}=\mathbf q\cdot\mathbf k\). At zeroth order \(\delta\rho^{(0)}_{\mathbf k}=-(f_{\mathbf k}/\Delta_{\mathbf k})\,\delta V_{\rm scr}\). At first order the denominator contributes \(+(f_{\mathbf k}/\Delta_{\mathbf k}^2)\int v f'\,\delta V_{\rm scr}\) (self-energy), and \(\delta h\) contributes \(+(f_{\mathbf k}/\Delta_{\mathbf k})\int v\,\delta\rho^{(0)\prime}=-(f_{\mathbf k}/\Delta_{\mathbf k})\int v f'/\Delta'\,\delta V_{\rm scr}\) (vertex). With \(\delta n=2\int_{\mathbf k}\delta\rho_{\mathbf k}\),

\[ \Pi_1(q)=2\int_{\mathbf k}\!\int_{\mathbf k'}v_{\mathbf k-\mathbf k'}f_{\mathbf k}f_{\mathbf k'}\Big(\frac1{\Delta^2}-\frac1{\Delta\Delta'}\Big)=\int_{\mathbf k}\!\int_{\mathbf k'}v_{\mathbf k-\mathbf k'}f_{\mathbf k}f_{\mathbf k'}\Big(\frac1\Delta-\frac1{\Delta'}\Big)^2, \tag{12} \]

where the second form comes from averaging over \(\mathbf k\leftrightarrow\mathbf k'\). For \(q\to0\), \(f_{\mathbf k}\to-\mathbf q\cdot\nabla n_{\mathbf k}=qx\,\delta(k-k_F)\) and \(\Delta=qk_Fx\), so the first form has \(ff'(\dots)=\delta\delta'\,(x'/x-1)/k_F^2\). Each radial integral gives \(k_F^2/2\pi^2\) times an angular average, and \(2(k_F^2/2\pi^2)^2/k_F^2=N_0^2/2\). At fixed \(\hat{\mathbf k}\), let \(\gamma\) and \(\phi\) be the polar angles of \(\hat{\mathbf k}'\) about it; \(x'=x\cos\gamma+\sqrt{1-x^2}\sin\gamma\cos\phi\), and the \(\phi\) average removes the second term. On the Fermi surface \(|\mathbf k-\mathbf k'|^2=2k_F^2(1-\cos\gamma)\), so

\[ \Pi_1(0)=\frac{N_0^2}2\Big\langle\frac{4\pi(\cos\gamma-1)}{2k_F^2(1-\cos\gamma)}\Big\rangle=-\frac{\pi N_0^2}{k_F^2}=-\lambda N_0=-\frac1{\pi^3}. \tag{13} \]

This is exactly the term the sum rule predicts. The self-energy part \(\langle v\cos\gamma\rangle\) and the vertex part \(\langle v\rangle\) each diverge logarithmically at \(\gamma\to0\); only their difference is finite. With the bare Coulomb interaction, either part alone therefore grows like \(\ln(k_F/q)\) as \(q\to0\). With a screened interaction each average is finite, but only the two together reproduce \(N_0^2\,d^2(ne_x)/dn^2\), so keeping one without the other still breaks the sum rule at first order. Because (13) takes the limit under such an integral, the program evaluates (12) by quadrature at finite \(q\). It finds \(-0.032215\) at \(q=0.2k_F\) and \(-0.032243\) at \(q=0.1k_F\), which extrapolate in \(q^2\) to \(-0.032252\), in units of \(1/(\text{Ha bohr}^3)\), and it tests this value against \(-\lambda N_0\) and against the finite-difference second derivative of \(ne_x\). The sum rule is thereby confirmed at zeroth and first order. At the order of correlation it rests here on the local-equilibrium argument alone.

The same fact can be stated with a kernel. Since \(d\mu/dn=1/N_0+f_{xc}\), with \(f_{xc}=d^2(ne_{xc})/dn^2\) and \(e_{xc}=e_x+e_c\), equation (7) gives \(\kappa_0/\kappa=1+N_0f_{xc}\). For exchange, \(ne_x\propto n^{4/3}\) gives \(f_x=\frac49e_x/n=-\pi/k_F^2\), and \(N_0^2f_x\) equals (13). Define a static local-field factor by \(\Pi^{-1}=\chi_0^{-1}+v_qG(q)\). Equation (10) requires \(v_qG\to-f_{xc}\), that is \(G\to\gamma_0\,q^2/k_F^2\) with \(4\pi\gamma_0/k_F^2=-f_{xc}\), or

\[ \gamma_0=\frac{1-\kappa_0/\kappa}{4\lambda}. \]

Exchange alone gives \(\gamma_0=\frac14\), and by (9) the RPA energy demands more than \(\frac14\). The RPA response has \(G=0\).

### Worked example, \(r_s=2\) bohr

This is a round model density. The digits below are those of the RPA model and serve to follow the arithmetic; they do not measure how close the RPA correlation energy is to that of the exact gas. With \(\alpha=0.521062\): \(k_F=0.959579\ \text{bohr}^{-1}\), \(n=0.0298416\ \text{bohr}^{-3}\), \(\lambda=0.331718\), \(N_0=0.097226\ (\text{Ha bohr}^3)^{-1}\), \(\frac{12}\pi k_F^2=3.517167\) Ha. Quadrature gives \(I_0=-0.0175713\), \(I_1=-0.0285508\), \(I_2=-0.0451076\).

Energy: \(e_c=3.517167\times(-0.0175713)=-0.061801\) Ha, and \(e=0.276238-0.229083-0.061801=-0.014646\) Ha.

Pressure: \(I_1-2I_0=-0.0285508+0.0351426=0.0065918\), so \(P_c=-\frac{0.0298416}3\times3.517167\times0.0065918=-2.306\times10^{-4}\). The sum is \(P=(5.4956-2.2787-0.2306)\times10^{-3}=2.9862\times10^{-3}\ \text{Ha/bohr}^3\), which is about 88 GPa at \(29421\) GPa per Ha/bohr³.

Bulk modulus: \(I_2-7I_1+10I_0=-0.0451076+0.1998556-0.1757130=-0.020965\), and \(B_c/B_0=\frac4\pi(-0.020965)=-0.02669\). In absolute terms \(B=(9.1593-3.0383-0.2445)\times10^{-3}=5.8765\times10^{-3}\ \text{Ha/bohr}^3\), about 173 GPa, against \(B_0\) of about 269 GPa. Thus

\[ \frac{\kappa_0}\kappa\Big|_{\rm energy}=1-0.33172-0.02669=0.64159,\qquad\frac\kappa{\kappa_0}=1.55863 . \]

The dielectric route at \(q=0.01k_F\) gives \(\kappa_0/\kappa=1.00001\); the excess is the term \(z^2/3\) of (11) at \(z=0.005\). In terms of the \(1/q^2\) coefficient of \(\epsilon\), the RPA has \(k_{TF}^2=1.22177\ \text{bohr}^{-2}\), while its own energy requires \(4\pi n^2\kappa=1.22177\times1.55863=1.90430\ \text{bohr}^{-2}\). The RPA coefficient is 36% too small relative to the required one, and exchange supplies \(0.33172\) of the gap \(0.35841\) in \(\kappa_0/\kappa\). At \(q=0.1k_F=0.095958\ \text{bohr}^{-1}\), \(g=0.999166\), \(q^2(\epsilon_{\rm RPA}-1)=1.22177\times0.999166=1.22076\ \text{bohr}^{-2}\) and \(\epsilon_{\rm RPA}=133.58\). The form (10) gives \(207.81\), a number that omits the gradient corrections of order \(q^0\). The kernels are \(f_x=-3.41184\) and \(f_{xc}=-3.68639\ \text{Ha bohr}^3\), and \(\gamma_0=0.35841/(4\times0.331718)=0.27012\).

### Density dependence and the zero of \(B\)

The dielectric route gives 1 in every row. "HF" is \(1-\lambda\).

| \(r_s\) (bohr) | \(e_c\) (Ha) | \(\kappa_0/\kappa\), HF | \(\kappa_0/\kappa\), RPA energy |
|---|---|---|---|
| 1 | −0.078799 | 0.83414 | 0.82686 |
| 2 | −0.061801 | 0.66828 | 0.64159 |
| 4 | −0.046806 | 0.33656 | 0.24251 |
| 6 | −0.039117 | 0.00485 | −0.18734 |

The program tests these against the Perdew–Wang parametrization of the RPA correlation energy. The largest differences in the four rows are \(0.00006\) Ha in \(e_c\) (at \(r_s=1\)) and \(0.00016\) in \(\kappa_0/\kappa\) (at \(r_s=4\)). That parametrization fits the same RPA quantity, so the agreement checks the integrals and says nothing about the accuracy of the RPA. The high-density term is not quantitative at these densities: at \(r_s=2\) it gives \(-0.30685\times0.331718^2=-0.0338\) in place of \(-0.0267\).

Without correlation, \(P_0+P_x=0\) at \(\lambda=\frac45\) and \(B_0+B_x=0\) at \(\lambda=1\), that is at \(r_s=4.82\) and \(6.03\) bohr. The terms \(P_c\) and \(B_c\) are negative at all densities, so the totals are already negative at those points and the zeros move to smaller \(r_s\): \(P=0\) at \(4.10\) bohr and \(B=0\) at \(5.14\) bohr. These are values of the RPA model, and the energy route is not exact either. The Perdew–Wang parametrization of the quantum Monte Carlo correlation energy gives \(e_c=-0.0448\) Ha and \(\kappa_0/\kappa=0.645\) at \(r_s=2\), \(\kappa_0/\kappa=-0.157\) at \(r_s=6\), and zeros of \(P\) and \(B\) at \(4.19\) and \(5.25\) bohr. The RPA overestimates \(|e_c|\) considerably, but its energy-route compressibility lies far closer to these values than the dielectric-route value 1.

At \(r_s=6\), beyond the zero of \(B\), the disagreement is one of sign. With \(\kappa<0\), equation (10) makes the static \(\epsilon\) negative at small \(q\), whereas \(\epsilon_{\rm RPA}=1+\lambda g/z^2>1\) always, because \(g>0\). A negative \(B\) means that jellium with a freely compressible, energy-free background would be unstable. On a rigid background a long-wavelength density wave has the restoring coefficient \(-\chi^{-1}=v_q-\Pi^{-1}\to4\pi/q^2+d\mu/dn\), which is positive at small \(q\) whatever the sign of \(d\mu/dn\), so no long-wavelength instability follows. Near the zero of \(B\), \(d\mu/dn\) is small, and the form (10) holds only for \(q\) so small that the neglected gradient term of order \(q^2\) in \(\Pi^{-1}\) stays below \(|d\mu/dn|\); at the zero itself \(\kappa\) diverges and that term takes over.

The program and its printed output follow.

## Computed values

```
alpha = 0.521062; 1 Ha/bohr^3 = 29421.02 GPa
rs = 2.0 bohr; n = 0.0298416 bohr^-3; kF = 0.959579 bohr^-1
lambda = 0.331718; N0 = 0.097226 1/(Ha bohr^3)
I0, I1, I2 = -0.0175713 -0.0285508 -0.0451076
(12/pi) kF^2 = 3.517167 Ha
e kin, x, c, total (Ha) = 0.276238 -0.229083 -0.061801 -0.014646
P kin, x, c, total (Ha/bohr^3) = 5.49557e-03 -2.27873e-03 -2.30619e-04 2.98623e-03
B kin, x, c, total (Ha/bohr^3) = 9.15929e-03 -3.03830e-03 -2.44490e-04 5.87650e-03
P total = 87.86 GPa; B total = 172.89 GPa; B0 = 269.48 GPa
Bx/B0 = -0.33172; Bc/B0 = -0.02669
kappa0/kappa energy route = 0.64159; kappa/kappa0 = 1.55863
kappa0/kappa dielectric route (q = 0.01 kF) = 1.00001
kTF^2 = 1.22177 bohr^-2; 4 pi n^2 kappa = 1.90430 bohr^-2
q = 0.1 kF = 0.095958 bohr^-1; g(z=0.05,0) = 0.999166
eps_RPA(q,0) = 133.58; q^2(eps-1) = 1.22076 bohr^-2
sum-rule form 1 + 4 pi n^2 kappa/q^2 = 207.81
f_x = -3.41184, f_xc = -3.68639 Ha bohr^3; gamma = 0.27012
Pi1 at q/kF = 0.2, 0.1, extrapolated 0 (1/(Ha bohr^3)) = -0.032215 -0.032243 -0.032252
N0^2 f_x = -0.032252 1/(Ha bohr^3)
rs(bohr)  ec(Ha)  ec_fit(Ha)  kappa0/kappa: HF  RPA  fit
1.0  -0.078799  -0.078741  0.83414  0.82686  0.82688
2.0  -0.061801  -0.061797  0.66828  0.64159  0.64168
4.0  -0.046806  -0.046827  0.33656  0.24251  0.24267
6.0  -0.039117  -0.039136  0.00485  -0.18734  -0.18735
rs = 1e-04 bohr: D e_c = 0.031088 Ha; (1-ln2)/pi^2 = 0.031091 Ha
rs = 1e-04 bohr: (Bc/B0)/lambda^2 = -0.30683; -(1-ln2) = -0.30685
P = 0 at rs = 4.0957 bohr (RPA), 4.8234 bohr (HF)
B = 0 at rs = 5.1440 bohr (RPA), 6.0292 bohr (HF)
```
